# Multiband Berry phase from overlap determinants, with a hafnia-like polarization example: verification in Python

```python
# RESULT UNDER TEST
# For occupied cell-periodic states u(k) on a closed string of N k-points,
#   W = product over links of det < u_m(k_j) | u_n(k_j+1) >
# is unchanged by an independent unitary rotation of the occupied states at
# every k-point. phi = -arg W is the multiband Berry phase (modulo 2 pi), and
# period*phi/(2 pi) is the sum of the Wannier centres (modulo the period).
# MODEL: zigzag chain, cell = cation, oxygen, cation, oxygen; one orbital per
# site, two doubly occupied bands, cation cores of charge +2e, oxygen cores 0.
# UNITS: nm, eV, V/nm, dipoles in e nm. "shift" moves the first oxygen.
from functools import reduce
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.stats import unitary_group

PERIOD, AREA = 0.50, 0.067            # nm, nm^2 per chain
SPLITTING, HOP, DECAY = 5.5, 1.5, 0.06    # eV, eV, nm
OFFSET, SHIFT = 0.17, -0.05           # nm: transverse offset, polar shift
FIELD, TEMPERATURE = 0.3, 400.0       # V/nm (= 3 MV/cm), K
LATERAL_HOP, BOND_DIPOLE, EPS_STATIC = 0.2, 0.01, 30.0   # rough sizes
G = 2 * np.pi / PERIOD
ONSITE = np.array([1, -1, 1, -1]) * SPLITTING / 2
CORE = np.array([2.0, 0.0, 2.0, 0.0])
TO_UC = sc.e * 1e20                   # e/nm^2 -> uC/cm^2
rng = np.random.default_rng(7)


def wrap(angle):
    return (angle + np.pi) % (2 * np.pi) - np.pi


def sites(shift, origin=0.0):
    z = np.arange(4) * PERIOD / 4 + origin
    z[1] += shift
    return z


def bonds(shift, frozen=False):
    """(left site, right site, projected length, hopping); p orbital is odd."""
    z = np.append(sites(shift), PERIOD)
    length0 = np.hypot(PERIOD / 4, OFFSET)
    result = []
    for i in range(4):
        dz = z[i + 1] - z[i]
        stretch = 0.0 if frozen else np.hypot(dz, OFFSET) - length0
        result.append((i, (i + 1) % 4, dz,
                       (-1) ** i * HOP * np.exp(-stretch / DECAY)))
    return result


def bloch(ks, bond_list, oxygen_energy=0.0):
    """Hamiltonian and its k-derivative; ks may be complex."""
    ks = np.asarray(ks)
    h = np.zeros((len(ks), 4, 4), complex)
    dh = np.zeros_like(h)
    for i in range(4):
        h[:, i, i] = ONSITE[i] + (oxygen_energy if i % 2 else 0.0)
    for i, j, dz, amp in bond_list:
        forward, back = np.exp(1j * ks * dz), np.exp(-1j * ks * dz)
        h[:, i, j] += amp * forward
        h[:, j, i] += amp * back
        dh[:, i, j] += 1j * dz * amp * forward
        dh[:, j, i] -= 1j * dz * amp * back
    return h, dh


def string_bands(n, bond_list, oxygen_energy=0.0):
    ks = G * np.arange(n) / n
    return np.linalg.eigh(bloch(ks, bond_list, oxygen_energy)[0])


def links(states, z, last_rotation=None):
    """Overlap matrices; the last link goes to the image of the first point."""
    end = np.exp(-1j * G * z)[:, None] * states[0]
    if last_rotation is not None:
        end = end @ last_rotation
    following = np.concatenate([states[1:], end[None]])
    return states.conj().transpose(0, 2, 1) @ following


def loop(states, z, last_rotation=None):
    return np.prod(np.linalg.det(links(states, z, last_rotation)))


def diagonal_product(matrices):
    return np.prod(np.diagonal(matrices, axis1=1, axis2=2))


def phase_gap(first, second):
    return abs(wrap(np.angle(first) - np.angle(second)))


def berry(n, shift, frozen=False, oxygen_energy=0.0, origin=0.0):
    vec = string_bands(n, bonds(shift, frozen), oxygen_energy)[1]
    return -np.angle(loop(vec[:, :, :2], sites(shift, origin)))


def real_space(cells, shift, ring=False):
    size = 4 * cells
    z = np.concatenate([sites(shift) + c * PERIOD for c in range(cells)])
    h = np.diag(np.tile(ONSITE, cells))
    for c in range(cells):
        for i, _, _, amp in bonds(shift):
            p, q = 4 * c + i, 4 * c + i + 1
            if q < size or ring:
                h[p, q % size] += amp
                h[q % size, p] += amp
    return z, h


def open_dipole(cells, shift, field=0.0, bond_dipole=0.0):
    z, h = real_space(cells, shift)
    position = np.diag(z) + bond_dipole * np.abs(h - np.diag(np.diag(h))) / HOP
    occ = np.linalg.eigh(h + field * position)[1][:, :2 * cells]
    return np.tile(CORE, cells) @ z - 2 * np.trace(occ.T @ position @ occ)


def cell_dipole(shift, **options):
    """Dipole gained by an open chain when one more cell is added (e nm)."""
    return open_dipole(21, shift, **options) - open_dipole(20, shift, **options)


z_polar, b_polar = sites(SHIFT), bonds(SHIFT)
print(f"period {PERIOD} nm, area per chain {AREA} nm^2, shift {SHIFT} nm")
print(f"splitting {SPLITTING} eV, hopping {HOP} eV, decay length {DECAY} nm,"
      f" transverse offset {OFFSET} nm")
print("polar-chain hoppings (eV):", " ".join(f"{b[3]:.3f}" for b in b_polar))

# --- short string seen in two random gauges
short = string_bands(4, b_polar)[1][:, :, :2]
gauges = [short @ unitary_group.rvs(2, size=4, random_state=rng)
          for _ in range(2)]
dets = [np.linalg.det(links(s, z_polar)) for s in gauges]
for j in range(4):
    print(f"link {j}: |det| {abs(dets[0][j]):.6f}, arg det gauge A "
          f"{np.angle(dets[0][j]):+.6f}, gauge B {np.angle(dets[1][j]):+.6f} rad")
short_w = [np.prod(d) for d in dets]
print(f"N=4 phi: gauge A {-np.angle(short_w[0]):+.9f}, "
      f"gauge B {-np.angle(short_w[1]):+.9f} rad; |W| {abs(short_w[0]):.6f}")
assert np.max(np.abs(wrap(np.angle(dets[0]) - np.angle(dets[1])))) > 0.01
assert abs(short_w[0] - short_w[1]) < 1e-12

# --- many random gauges, and recipes that are not invariant
# For a 2x2 unitary V, V00*V11 = |V00|^2 det V: with two bands the diagonal
# product nearly keeps its phase, but its modulus collapses.
N_GAUGE, DRAWS = 40, 200
full = string_bands(N_GAUGE, b_polar)[1]
occupied = full[:, :, :2]
m_ref = links(occupied, z_polar)
w_ref = loop(occupied, z_polar)
eig_ref = np.linalg.eigvals(reduce(np.matmul, m_ref))
diag_ref = diagonal_product(m_ref)
dev = {name: 0.0 for name in
       ("det", "eigen", "band phases", "diagonal phase", "diagonal modulus",
        "unitarized", "one band", "open end", "empty mixed")}
for _ in range(DRAWS):
    u = unitary_group.rvs(2, size=N_GAUGE, random_state=rng)
    rotated = occupied @ u
    m = links(rotated, z_polar)
    eig = np.linalg.eigvals(reduce(np.matmul, m))
    phased = occupied * np.exp(2j * np.pi * rng.random((N_GAUGE, 1, 2)))
    left, _, right = np.linalg.svd(m)
    bad_end = loop(rotated, z_polar, unitary_group.rvs(2, random_state=rng))
    u4 = unitary_group.rvs(4, size=N_GAUGE, random_state=rng)
    mixed = loop((full @ u4)[:, :, :2], z_polar)
    new = {"det": abs(np.prod(np.linalg.det(m)) - w_ref),
           "eigen": max(np.min(np.abs(eig - e)) for e in eig_ref),
           "band phases": abs(diagonal_product(links(phased, z_polar))
                              - diag_ref),
           "diagonal phase": phase_gap(diagonal_product(m), diag_ref),
           "diagonal modulus": abs(diagonal_product(m)),
           "unitarized": phase_gap(diagonal_product(left @ right), w_ref),
           "one band": phase_gap(np.prod(m[:, 0, 0]), np.prod(m_ref[:, 0, 0])),
           "open end": phase_gap(bad_end, w_ref),
           "empty mixed": phase_gap(mixed, w_ref)}
    dev = {name: max(dev[name], new[name]) for name in dev}
assert max(dev["det"], dev["eigen"], dev["band phases"]) < 1e-11
assert dev["unitarized"] < 1e-9
assert dev["diagonal modulus"] < 1e-3 * abs(diag_ref)
assert min(dev["one band"], dev["open end"], dev["empty mixed"]) > 0.5
print(f"{DRAWS} random gauges, N={N_GAUGE}: max change of W {dev['det']:.1e}")
print(f"max change of matrix-product eigenvalues {dev['eigen']:.1e}")
print(f"diagonal product: max change, band phases only {dev['band phases']:.1e}")
print(f"two bands mixed: diagonal product changes phase by at most "
      f"{dev['diagonal phase']:.1e} rad")
print(f"  its modulus falls from {abs(diag_ref):.4f} to at most "
      f"{dev['diagonal modulus']:.1e}")
print(f"  unitarized links: its phase differs from arg W by at most "
      f"{dev['unitarized']:.1e} rad")
print(f"one band's own product: max phase change {dev['one band']:.2f} rad")
print(f"end point rotated separately: max phase change {dev['open end']:.2f} rad")
print(f"empty states mixed in: max phase change {dev['empty mixed']:.2f} rad")

# --- three occupied bands of a random gapped six-orbital Hamiltonian
a_mat, b_mat = (0.3 * (rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6)))
                for _ in range(2))
a_mat = a_mat + a_mat.conj().T + np.diag([-9, -9, -9, 9, 9, 9])
h6 = np.array([a_mat + b_mat * np.exp(1j * t) + b_mat.conj().T * np.exp(-1j * t)
               for t in 2 * np.pi * np.arange(60) / 60])
e6, v6 = np.linalg.eigh(h6)
assert e6[:, 3].min() - e6[:, 2].max() > 1
occ6, z6 = v6[:, :, :3], np.zeros(6)
w6, diag6 = loop(occ6, z6), diagonal_product(links(occ6, z6))
dev6, dev6_diag = 0.0, 0.0
for _ in range(DRAWS):
    m6 = links(occ6 @ unitary_group.rvs(3, size=60, random_state=rng), z6)
    dev6 = max(dev6, abs(np.prod(np.linalg.det(m6)) / w6 - 1))
    dev6_diag = max(dev6_diag, phase_gap(diagonal_product(m6), diag6))
assert dev6 < 1e-10 and dev6_diag > 0.5
print(f"three-band random model: max relative change of W {dev6:.1e}; "
      f"diagonal product phase {dev6_diag:.2f} rad")

# --- real-space ring determinant gives the conjugate of W at the same N
z_ring, h_ring = real_space(12, SHIFT, ring=True)
v_ring = np.linalg.eigh(h_ring)[1][:, :24]
twist = np.exp(2j * np.pi * z_ring / (12 * PERIOD))
w_ring = np.linalg.det(v_ring.T @ (twist[:, None] * v_ring))
w_12 = loop(string_bands(12, b_polar)[1][:, :, :2], z_polar)
assert abs(w_ring - w_12.conjugate()) < 1e-11
print(f"N=12: phi from string {-np.angle(w_12):+.9f}, "
      f"from real-space ring {np.angle(w_ring):+.9f} rad")

# --- centrosymmetric chain: touching bands, half-quantum formal dipole
e0 = string_bands(40, bonds(0.0))[0]
touch = np.min(e0[:, 1] - e0[:, 0])
assert touch < 1e-10 and abs(wrap(berry(40, 0.0))) < 1e-10
dip0, dip1 = cell_dipole(0.0), cell_dipole(SHIFT)
assert abs(abs(dip0) - PERIOD) < 1e-9
print(f"zero shift: smallest occupied-band separation {touch:.1e} eV")
print(f"open-chain cell dipole: zero shift {dip0:+.6f}, polar {dip1:+.6f} e nm"
      f" (quantum {2 * PERIOD:.2f} e nm)")

# --- convergence towards the open-chain value
phi_open = -np.pi * (dip1 - dip0) / PERIOD
errors = []
for n in (10, 20, 40, 80):
    phi_n = berry(n, SHIFT)
    errors.append(abs(wrap(phi_n - phi_open)))
    print(f"N={n}: phi {phi_n:+.8f} rad, error {errors[-1]:.2e} rad")
assert all(3.7 < errors[i] / errors[i + 1] < 4.3 for i in (1, 2))
N_FINE = 400
path = np.unwrap([berry(N_FINE, s) for s in np.linspace(0, SHIFT, 6)])
phi = path[-1] - path[0]
assert abs(phi - phi_open) < 1e-5
assert abs(wrap(berry(N_FINE, -SHIFT) + phi)) < 1e-10
for origin in (0.0, 0.0371):
    formal = CORE @ sites(SHIFT, origin) - PERIOD / np.pi * berry(
        N_FINE, SHIFT, origin=origin)
    assert abs(wrap(np.pi * (formal - dip1) / PERIOD)) < 1e-5
print(f"N={N_FINE}: phase change {phi:+.6f} rad; open chain {phi_open:+.6f} rad")

# --- separate centres against the projected position operator
energy, vec = string_bands(N_FINE, b_polar)
fine_links = links(vec[:, :, :2], z_polar)
eig = np.linalg.eigvals(reduce(np.matmul, fine_links))
centres = np.sort((-np.angle(eig) / G) % PERIOD)
z_open, h_open = real_space(21, SHIFT)
v_open = np.linalg.eigh(h_open)[1][:, :42]
projected = np.linalg.eigvalsh(v_open.T @ (z_open[:, None] * v_open))
assert np.allclose(np.sort(projected[21:23] % PERIOD), centres, atol=1e-4)
print(f"Wannier centres {centres[0]:.4f}, {centres[1]:.4f} nm; "
      f"oxygen sites {z_polar[1]:.4f}, {z_polar[3]:.4f} nm")

# --- modulus of W and electronic response from interband matrix elements
dh = bloch(G * np.arange(N_FINE) / N_FINE, b_polar)[1]
velocity = vec.conj().transpose(0, 2, 1) @ dh @ vec
delta = energy[:, 2:, None] - energy[:, None, :2]
z_squared = np.abs(velocity[:, 2:, :2]) ** 2 / delta ** 2
spread = z_squared.sum() / N_FINE
log_w = -np.log(abs(np.prod(np.linalg.det(fine_links))))
log_w_formula = G ** 2 * spread / (2 * N_FINE)
assert abs(log_w / log_w_formula - 1) < 1e-3
alpha = 4 * (z_squared / delta).sum() / N_FINE
df = 0.005
alpha_open = (cell_dipole(SHIFT, field=df)
              - cell_dipole(SHIFT, field=-df)) / (2 * df)
assert abs(alpha_open / alpha - 1) < 1e-3
print(f"invariant spread {spread:.6f} nm^2; -ln|W| at N={N_FINE}: "
      f"{log_w:.6e}, from spread {log_w_formula:.6e}")


# --- polarization
def polarization(phase):
    return -phase / (np.pi * AREA) * TO_UC


p_full = polarization(phi)
p_frozen = polarization(wrap(berry(N_FINE, SHIFT, frozen=True)))
p_rigid = -2 * SHIFT / (AREA * PERIOD) * TO_UC
assert 0 < p_frozen < p_rigid < p_full
print(f"spontaneous polarization {p_full:.2f} uC/cm2 = {p_full / 100:.4f} C/m2")
print(f"rigid O2- ion {p_rigid:.2f}, frozen hopping {p_frozen:.2f} uC/cm2")
print(f"polarization quantum: one chain {2 / AREA * TO_UC:.1f}, "
      f"four-chain crystal cell {2 / (4 * AREA) * TO_UC:.1f} uC/cm2")
print(f"four-chain phase change {4 * phi:+.4f} rad, "
      f"folded into (-pi, pi) {wrap(4 * phi):+.4f} rad")

# --- sizes of neglected effects
lateral = np.mean([wrap(berry(N_FINE, SHIFT, oxygen_energy=2 * LATERAL_HOP
                              * np.cos(q)))
                   for q in 2 * np.pi * (np.arange(16) + 0.5) / 16])
p_lateral = polarization(lateral) - p_full
extra = [cell_dipole(s, bond_dipole=BOND_DIPOLE) - cell_dipole(s)
         for s in (0.0, SHIFT)]
p_bond = (extra[1] - extra[0]) / (AREA * PERIOD) * TO_UC
p_electronic = alpha * FIELD / (AREA * PERIOD) * TO_UC
p_lattice = sc.epsilon_0 * (EPS_STATIC - 1) * FIELD * 1e9 * 100
grain = quad(lambda t: np.cos(t) * np.sin(t), 0, np.pi / 2)[0]
top, bottom = energy[:, 1].max(), energy[:, 2].min()
gap = bottom - top
gap_energies = np.linspace(top, bottom, 801)
kappa = []
for index, e in enumerate(gap_energies):
    transfer = np.eye(2)
    for i in range(4):
        right, left = b_polar[i][3], b_polar[i - 1][3]
        transfer = np.array([[(e - ONSITE[i]) / right, -left / right],
                             [1.0, 0.0]]) @ transfer
    trace = np.trace(transfer)
    kappa.append(np.arccosh(max(1.0, abs(trace) / 2)) / PERIOD)
    # mid-gap is left out: two complex-k levels coalesce there
    if index in (150, 250, 600):
        k_complex = (0.0 if trace > 0 else G / 2) + 1j * kappa[-1]
        levels = np.linalg.eigvals(bloch([k_complex], b_polar)[0][0])
        assert np.min(np.abs(levels - e)) < 1e-8
exponent = 2 * trapezoid(kappa, gap_energies) / FIELD
thermal = gap * sc.e / (2 * sc.k * TEMPERATURE)
assert gap > 0 and exponent > 0
print(f"band gap {gap:.3f} eV; field {FIELD * 10:.1f} MV/cm; "
      f"temperature {TEMPERATURE:.0f} K")
print(f"lateral O-O hopping {LATERAL_HOP} eV changes P by {p_lateral:+.3f} uC/cm2")
print(f"bond dipole {BOND_DIPOLE} nm (sign unknown) changes P by "
      f"{abs(p_bond):.2f} uC/cm2 in size")
print(f"electronic response at field {p_electronic:.3f} uC/cm2")
print(f"dielectric response, relative permittivity {EPS_STATIC:.0f}: "
      f"{p_lattice:.2f} uC/cm2")
print(f"random grain axes: factor {grain:.3f}, P {grain * p_full:.2f} uC/cm2")
print(f"largest decay constant in gap {max(kappa):.2f} 1/nm; tunnelling factor "
      f"10^{-exponent / np.log(10):.1f}")
print(f"thermal carrier factor exp(-gap/2kT) = 10^{-thermal / np.log(10):.1f}")
print("all assertions hold")
```

It prints:

```
period 0.5 nm, area per chain 0.067 nm^2, shift -0.05 nm
splitting 5.5 eV, hopping 1.5 eV, decay length 0.06 nm, transverse offset 0.17 nm
polar-chain hoppings (eV): 2.283 -0.866 1.500 -1.500
link 0: |det| 0.984155, arg det gauge A -1.283983, gauge B +3.081787 rad
link 1: |det| 0.990970, arg det gauge A +1.732007, gauge B +0.912772 rad
link 2: |det| 0.990970, arg det gauge A +0.623968, gauge B +0.151439 rad
link 3: |det| 0.984155, arg det gauge A -0.357484, gauge B +2.851696 rad
N=4 phi: gauge A -0.714508672, gauge B -0.714508672 rad; |W| 0.951148
200 random gauges, N=40: max change of W 1.1e-14
max change of matrix-product eigenvalues 6.8e-15
diagonal product: max change, band phases only 3.4e-15
two bands mixed: diagonal product changes phase by at most 6.3e-03 rad
  its modulus falls from 0.9420 to at most 2.9e-10
  unitarized links: its phase differs from arg W by at most 2.5e-14 rad
one band's own product: max phase change 3.14 rad
end point rotated separately: max phase change 3.13 rad
empty states mixed in: max phase change 3.12 rad
three-band random model: max relative change of W 2.1e-14; diagonal product phase 3.11 rad
N=12: phi from string -0.713899726, from real-space ring -0.713899726 rad
zero shift: smallest occupied-band separation 1.3e-15 eV
open-chain cell dipole: zero shift -0.500000, polar -0.386392 e nm (quantum 1.00 e nm)
N=10: phi -0.71393416 rad, error 1.13e-04 rad
N=20: phi -0.71384945 rad, error 2.84e-05 rad
N=40: phi -0.71382816 rad, error 7.10e-06 rad
N=80: phi -0.71382284 rad, error 1.78e-06 rad
N=400: phase change -0.713821 rad; open chain -0.713821 rad
Wannier centres 0.0698, 0.3734 nm; oxygen sites 0.0750, 0.3750 nm
invariant spread 0.002570 nm^2; -ln|W| at N=400: 5.073526e-04, from spread 5.073533e-04
spontaneous polarization 54.33 uC/cm2 = 0.5433 C/m2
rigid O2- ion 47.83, frozen hopping 43.38 uC/cm2
polarization quantum: one chain 478.3, four-chain crystal cell 119.6 uC/cm2
four-chain phase change -2.8553 rad, folded into (-pi, pi) -2.8553 rad
band gap 5.662 eV; field 3.0 MV/cm; temperature 400 K
lateral O-O hopping 0.2 eV changes P by +0.035 uC/cm2
bond dipole 0.01 nm (sign unknown) changes P by 7.99 uC/cm2 in size
electronic response at field 0.241 uC/cm2
dielectric response, relative permittivity 30: 7.70 uC/cm2
random grain axes: factor 0.500, P 27.17 uC/cm2
largest decay constant in gap 7.03 1/nm; tunnelling factor 10^-93.6
thermal carrier factor exp(-gap/2kT) = 10^-35.7
all assertions hold
```
